# A thermionic barrier from zero-bias resistance at several temperatures

## Problem

A metal silicide contact on n-type silicon has area $S=1.0\times10^{-3}$ cm² and series resistance $R_s=60$ ohm, known separately and taken as independent of temperature. Its resistance $R$ is read as the voltage difference divided by the current difference between $-2$ and $+2$ mV. The data are simulated and rounded to three figures.

| $T$ (K) | $R$ (ohm) |
|---:|---:|
| 240 | 13 000 000 |
| 260 | 1 280 000 |
| 280 | 176 000 |
| 300 | 31 400 |
| 320 | 6 950 |
| 340 | 1 860 |

Let $\phi$ be the energy of the barrier top above the metal Fermi level, with any image-force lowering included. Let $V$ be the junction voltage, positive in the forward direction, and $J$ the forward current density. Assume thermionic emission over one uniform barrier, with $\phi$ independent of temperature.

1. Derive the junction resistance at zero bias, $R_0=(dV/dI)_{V=0}$.
2. Find a plot that turns the data into a straight line, and obtain $\phi$ from it.
3. Obtain the effective Richardson constant $A^*$.

## Hints

1. Count the electrons that cross the barrier top in each direction. The two streams cancel at $V=0$.
2. Differentiate before setting $V=0$, and let $\phi$ depend on $V$ to see whether that matters.
3. Look for the power of $T$ that stands in front of the exponential in $R_0$, and remove it before taking the logarithm.
4. The meter reads junction and series resistance together. Ask at which end of the temperature range this matters most.

## Solution

### The current

Measure energy from the metal Fermi level. An electron at the barrier top with momentum $\mathbf p$ and effective mass $m$ has energy $E=\phi+p^2/2m$. Electrons arriving from the metal have occupation $f(E)$, where $f$ is the Fermi function. Those arriving from the semiconductor have occupation $f(E-qV)$, because forward bias raises the semiconductor Fermi level by $qV$. This assumes that the depletion layer supplies electrons fast enough to keep that level flat up to the barrier top.

With two spin states per volume $h^3$ of phase space, and $p_x>0$ along the direction of crossing,

$$J=q\int_{p_x>0}\frac{2\,d^3p}{h^3}\,\frac{p_x}{m}\,\bigl[f(E-qV)-f(E)\bigr].$$

When $\phi-qV\gg kT$, the occupations reduce to Boltzmann factors, and the bracket becomes

$$e^{-\phi/kT}\,e^{-p^2/2mkT}\left(e^{qV/kT}-1\right).$$

The momentum integral separates into two factors:

$$\int_0^\infty \frac{p_x}{m}e^{-p_x^2/2mkT}dp_x=kT,\qquad
\int e^{-(p_y^2+p_z^2)/2mkT}dp_y\,dp_z=2\pi mkT .$$

Multiplying them by $2q/h^3$ gives

$$J=A^*T^2e^{-\phi/kT}\left(e^{qV/kT}-1\right),\qquad A^*=\frac{4\pi qmk^2}{h^3}.$$

One factor of $T$ comes from the crossing speed and the spread of $p_x$, the other from the spread of transverse momentum.

### The zero-bias resistance

Allow a smooth dependence $\phi(V)$, such as image-force lowering that changes with bias. The product rule gives

$$\frac{dJ}{dV}=A^*T^2e^{-\phi/kT}\left[-\frac{1}{kT}\frac{d\phi}{dV}\left(e^{qV/kT}-1\right)+\frac{q}{kT}e^{qV/kT}\right].$$

At $V=0$ the first term vanishes, because its last factor is zero. The measurement therefore senses the barrier at zero bias, not its rate of change with bias. The second term leaves

$$\left.\frac{dJ}{dV}\right|_0=\frac{qA^*T}{k}\,e^{-\phi/kT}.$$

One power of $T$ has cancelled. Since $I=SJ$, inversion gives

$$R_0=\frac{k}{qA^*S\,T}\,e^{\phi/kT}.$$

Multiplying by $T$ removes the temperature from the prefactor, and the logarithm is linear in $1/T$:

$$\ln(R_0T)=\ln\frac{k}{qA^*S}+\frac{\phi}{k}\,\frac1T .$$

The slope is $\phi/k$. Here $R_0T$ is expressed in ohm K, and $k=8.61733\times10^{-5}$ eV/K gives $\phi$ in eV. In the intercept, $k/q$ has the same numerical value in V/K.

### The data

Junction and series resistance carry the same current, so their voltages add and $R_0=R-R_s$.

| $1000/T$ (1/K) | $R_0$ (ohm) | $\ln(R_0T)$ |
|---:|---:|---:|
| 4.1667 | 12 999 940 | 21.8611 |
| 3.8462 | 1 279 940 | 19.6230 |
| 3.5714 | 175 940 | 17.7127 |
| 3.3333 | 31 340 | 16.0564 |
| 3.1250 | 6 890 | 14.6061 |
| 2.9412 | 1 800 | 13.3245 |

The two end points already give a value:

$$\phi=k\,\frac{21.8611-13.3245}{(4.1667-2.9412)\times10^{-3}\ \text{K}^{-1}}
=k\,\frac{8.5366}{1.2255\times10^{-3}\ \text{K}^{-1}}=0.6003\ \text{eV}.$$

For all six points, let $x=1000/T$ and $y=\ln(R_0T)$. Their means are $\bar x=3.4973$ and $\bar y=17.1973$. The least-squares slope is

$$\frac{\sum(x-\bar x)(y-\bar y)}{\sum(x-\bar x)^2}=\frac{7.312}{1.0501}=6.963,$$

or, without intermediate rounding, 6963.5 K when plotted against $1/T$. Hence

$$\phi=(8.61733\times10^{-5}\ \text{eV/K})(6963.5\ \text{K})=0.6001\ \text{eV}=9.614\times10^{-20}\ \text{J}.$$

The standard error of the fit is 0.20 meV, and the largest residual in $\ln(R_0T)$ is 0.0036. The simulation used 0.600 eV. This small error reflects rounded readings of an ideal contact; it is not the accuracy to expect from a real one.

The Boltzmann approximation is sound here: even at 340 K, $\phi/kT$ is about 20.

### The Richardson constant

The fitted intercept is $b=-7.1560$, so $e^b=7.80\times10^{-4}$ ohm K. Solving $e^b=k/(qA^*S)$ for $A^*$ gives

$$A^*=\frac{k/q}{S\,e^b}=\frac{8.617\times10^{-5}}{(1.0\times10^{-3})(7.80\times10^{-4})}\approx110\ \text{A/(cm}^2\,\text{K}^2).$$

The unrounded fit gives 110.5, against 110 in the simulation.

The intercept lies at $1/T=0$, far outside the data. If the slope changes by $\delta\phi/k$ while the line still passes through the mean point, $b$ changes by $-(\delta\phi/k)\,\overline{1/T}$, and $\ln A^*$ changes by the opposite amount. An error of 10 meV then changes $\ln A^*$ by

$$\frac{0.010}{8.617\times10^{-5}}\times3.497\times10^{-3}=0.41,$$

which is a factor of 1.5. A barrier good to 2% can therefore accompany a poor Richardson constant.

### What the corrections do

**Series resistance.** Without subtraction, the six-point fit gives 0.5983 eV. The damage is concentrated at the hot end, where $R_0$ is smallest. There the uncorrected logarithm is too large by $\ln(1860/1800)=0.0328$ at 340 K, but by $\ln(6950/6890)=0.0087$ at 320 K. The difference, 0.0241, divided by the spacing $1.838\times10^{-4}$ K⁻¹ and multiplied by $k$, lowers the barrier from this pair by 11 meV, from 0.6008 to 0.5895 eV.

**The factor $T$.** Since $\ln R_0=\ln(R_0T)+\ln(1/T)$, and the derivative of $\ln(1/T)$ with respect to $1/T$ is $T$, a plot of $\ln R_0$ has local slope $\phi/k+T$. Its apparent barrier is too high by $kT$ at some temperature within the range. The fit gives 0.6245 eV, an excess of 24.5 meV before rounding, which equals $kT$ at 284 K.

**The finite probe voltage.** With $u=qV/kT$, the symmetric reading of the junction is $R_0\,u/\sinh u\approx R_0(1-u^2/6)$. At 240 K and 2 mV, $u=0.097$, so the reading is 0.16% below $R_0$. At each temperature this error is smaller than one step of the last digit kept, and it moves the fitted barrier by only −0.06 meV.

### Beside a real contact

The parameters imitate titanium silicide on n-type silicon, whose barrier is roughly 0.6 eV, with an assumed doping of $10^{15}$ cm⁻³. The value $A^*=110$ A/(cm² K²) is an effective constant. The formula derived above holds for one isotropic mass; summed over silicon's six anisotropic valleys, the same flux calculation gives about 250 A/(cm² K²) for a (100) face, before any reflection or scattering at the barrier. The following estimates use rough silicon parameters and indicate size; they are not corrections to apply to the table.

- Image force lowers the barrier by about 11 meV at 300 K. The fitted value lies about 14 meV below the unlowered barrier, because the lowering itself shrinks as the contact warms and the band bending falls.
- For a sharp barrier top, tunnelling just below it would raise the conductance by a factor of about 1.2 at 300 K and shift the fitted barrier by about −5.5 meV. The image force rounds the top, which reduces these figures to about 1.06 and −2 meV. Both are semiclassical estimates that take the transmission as $e^{-S}$ below the top, with $S$ the WKB exponent, and as 1 above it. A rounded top actually transmits one half at the top; the uniform form $1/(1+e^{S})$ leaves only about 1.004 and −0.4 meV. All these figures leave out quantum reflection at the drop into the metal. In a one-dimensional model with the metal band bottom 5.6 eV below the unlowered barrier top, reflection outweighs the gain: the conductance falls to 0.3–0.5 of the thermionic value and the fitted barrier shifts by +4 to +8 meV, depending on the interface model. The tunnelling energy $E_{00}=0.34$ meV, for the average mass $0.26\,m_0$ used in these estimates (0.39 meV for the mass $0.19\,m_0$ of the valleys that carry most of the flux through a (100) face), is far below $kT=25.9$ meV; heavier doping raises $E_{00}$ and eventually invalidates the thermionic model.
- With $A^*=110$ A/(cm² K²), finite electron supply through the depletion layer raises the resistance by a factor of about 1.2 at 300 K and shifts the fitted barrier by about −10 meV. Both effects grow with $A^*$: at 250 A/(cm² K²) they are about 1.4 and −20 meV. These are drift-diffusion estimates at the edge of their range, since the potential drops by $kT$ over about 26 nm while the mean free path is about 44 nm. The usual effective value of 110 also already includes reductions from reflection, scattering and supply, so applying the factor to it partly counts supply twice.
- A leakage path of $10^9$ ohm shifts it by −0.75 meV, a 20% underestimate of $R_s$ by −0.36 meV, an $R_s$ that rises as $T^{2.4}$ from 60 ohm at 300 K, as a lightly doped substrate roughly would, by −0.6 meV, and a thermometer reading 1 K high by +4.4 meV.

Two further effects, a barrier that changes with temperature and a barrier that varies across the contact, are treated next.

## Variation 1: a barrier that falls with temperature

*Let $\phi(T)=\phi_0-\alpha T$, with $\alpha=0.20$ meV/K and $\phi=0.600$ eV at 290 K. What does the plot give?*

Insert the new barrier into the exponent:

$$\frac{\phi(T)}{kT}=\frac{\phi_0}{kT}-\frac{\alpha}{k}.$$

The second term is constant, so the plot remains straight:

$$\ln(R_0T)=\left[\ln\frac{k}{qA^*S}-\frac{\alpha}{k}\right]+\frac{\phi_0}{k}\frac1T.$$

Its slope gives

$$\phi_0=0.600+(0.20\times10^{-3})(290)=0.658\ \text{eV},$$

which is 58 meV above the barrier at 290 K. The value $\phi_0$ is the linear law extrapolated to $T=0$, not necessarily the actual barrier there. The lower intercept multiplies the apparent Richardson constant by $e^{\alpha/k}=e^{2.32}=10.2$.

A straight line therefore does not prove that the barrier is constant. If $A^*$ is known independently, each reading yields the barrier at its own temperature:

$$\phi(T)=kT\ln\frac{qA^*S\,R_0T}{k}.$$

The chosen $\alpha$ is comparable with the rate at which silicon's band gap narrows near room temperature, so a shift of this size is plausible in a real contact.

## Variation 2: a contact made of unequal patches

*Let the contact consist of many independent patches in parallel, with a Gaussian distribution of barriers of mean $\phi_m$ and standard deviation $\sigma=20$ meV. What barrier does the slope give?*

Parallel conductances add, so $e^{-\phi/kT}$ must be averaged over area. With $\beta=1/kT$, completing the square in the Gaussian integral gives

$$\left\langle e^{-\beta\phi}\right\rangle=e^{-\beta\phi_m+\beta^2\sigma^2/2}.$$

The resistance contains the inverse of this average:

$$\ln(R_0T)=\ln\frac{k}{qA^*S}+\beta\phi_m-\frac{\beta^2\sigma^2}{2}.$$

Differentiating with respect to $\beta$ gives the local apparent barrier

$$\phi_{\text{app}}=\phi_m-\frac{\sigma^2}{kT}.$$

Low patches carry more than their share of the current, and increasingly so on cooling. The plot is therefore slightly curved: at the cold end it falls below the straight line extended from the warm end.

At 300 K the reduction is $(0.020)^2/0.02585=0.0155$ eV. A straight-line fit over the six temperatures gives a reduction of 16.5 meV, consistent with the local values across the range. The result fails when patches are so small that their surroundings alter their barriers, or when the relevant low-energy tail of the distribution is not Gaussian.

The remaining figures are in the numerical output.

## Computed values

```
Boltzmann constant k = 8.61733e-05 eV/K
barrier put in = 0.600 eV
Richardson constant put in = 110 A/(cm2 K2)
area = 1.0e-03 cm2, series resistance = 60 ohm
probe voltage = +/-2 mV
T (K) | 1000/T (1/K) | R read (ohm) | R0 (ohm) | ln(R0 T/(ohm K))
240 | 4.1667 | 13000000 | 12999940 | 21.8611
260 | 3.8462 | 1280000 | 1279940 | 19.6230
280 | 3.5714 | 176000 | 175940 | 17.7127
300 | 3.3333 | 31400 | 31340 | 16.0564
320 | 3.1250 | 6950 | 6890 | 14.6061
340 | 2.9412 | 1860 | 1800 | 13.3245
two-point barrier (240 and 340 K) = 0.6003 eV
fit slope = 6963.5 K
fit intercept = -7.1560 (R0 T in ohm K)
fit barrier = 0.6001 eV = 9.6141e-20 J
standard error of barrier = 0.20 meV
largest residual of ln(R0 T) = 0.0036
Richardson constant from fit = 110.5 A/(cm2 K2)
barrier, Rs not subtracted = 0.5983 eV
  same, 240-260 K pair = 0.6017 eV
  same, 320-340 K pair = 0.5895 eV
320-340 K pair, Rs subtracted = 0.6008 eV
barrier from ln R0 without T = 0.6245 eV
error of R0 from finite probe, 240 K = -0.16 %
Neglected effects, rough silicon parameters:
barrier drift alpha = 0.20 meV/K
  slope then gives 0.6580 eV; at 290 K it is 0.600 eV
  apparent Richardson constant times 10.18
patch spread 20 meV: shift = -16.5 meV
doping = 1.0e+15 cm^-3, E00 = 0.337 meV
kT at 300 K = 25.85 meV
band bending at 300 K = 0.335 eV
interface field at 300 K = 0.0098 MV/cm
image lowering at 300 K = 11.0 meV
  shift from unlowered barrier = -13.8 meV
tunnelling: conductance factor at 300 K = 1.172
  shift = -5.5 meV
diffusion: resistance factor at 300 K = 1.162
  shift = -10.4 meV
shunt of 1e+09 ohm: shift = -0.75 meV
Rs wrong by 20 %: shift = -0.36 meV
thermometer 1 K high: shift = 4.4 meV
```
